\section*{Out-of-plane thermal expansion of a clamped cubic (001) film}

\section*{The problem}

A single-crystal film of cubic symmetry lies on a much thicker substrate. Its surface is a (001) plane; the axes $x,y,z$ follow the cube edges, with $z$ along the surface normal. The film is bonded so firmly that its in-plane dimensions follow those of the substrate, while its top surface is free. When the temperature changes, how does its thickness respond?

Let $\alpha_f$ and $\alpha_s$ be the linear expansion coefficients of the free film material and of the substrate. The substrate expands equally in all directions of the film plane. The film has elastic constants $C_{11}$, $C_{12}$, $C_{44}$, taken as independent of temperature until part (e). Strains are small, and there is no slip, plastic flow, phase change or bending. We consider points far from the lateral edges, where the state of the film does not depend on $x$ and $y$. Extension and tension are positive, and $\varepsilon_{xy}$ denotes the tensor shear strain, half the engineering shear. At a reference temperature $T_0$ the film is free of stress, and $\Delta T=T-T_0$.

The numerical example is a model crystal, not a named material. It is face-centred cubic with lattice constant $a=0.50$ nm, and its atoms are joined by springs of stiffness $K_1=20$ N/m between first neighbours and $K_2=2.5$ N/m between second neighbours. Thermal expansion enters through natural spring lengths that all grow at the rate $\alpha_f$, which stands in for the effect of anharmonic vibrations. We take $\alpha_f=30$ and $\alpha_s=10$, in units of $10^{-6}$/K.

\section*{(a) Which part of the strain is elastic?}

\textbf{Question.} Separate the strain of the film into a stress-free part and an elastic part, and find the in-plane elastic strain.

\textbf{Solution.} Measure the total strain $\varepsilon_{ij}$ from the film at $T_0$. A free cubic crystal expands equally in all directions, so heating alone gives it the strain $\theta_f\delta_{ij}$, with
\begin{equation}
\theta_f(T)=\int_{T_0}^{T}\alpha_f\,dT' .
\end{equation}
This strain costs no elastic energy, because it leads to the equilibrium shape at the new temperature. Stress arises from the remainder $e_{ij}$:
\begin{equation}
\varepsilon_{ij}=\theta_f\,\delta_{ij}+e_{ij}.
\label{split}
\end{equation}
The substrate is thick enough to expand as if the film were absent, by $\theta_s=\int_{T_0}^{T}\alpha_s\,dT'$. Clamping imposes this expansion on the film, so $\varepsilon_{xx}=\varepsilon_{yy}=\theta_s$ and $\varepsilon_{xy}=0$. Equation (\ref{split}) then gives
\begin{equation}
e_{xx}=e_{yy}\equiv e=\theta_s-\theta_f,\qquad e_{xy}=0 .
\label{inplane}
\end{equation}
If $\alpha_f>\alpha_s$, cooling makes $e$ positive: the film would shrink more than the substrate allows, and is held stretched.

\section*{(b) What does the free surface require?}

\textbf{Question.} Find the elastic strains $e_{zz}$, $e_{xz}$ and $e_{yz}$.

\textbf{Solution.} Mechanical equilibrium without body forces reads $\sum_j\partial_j\sigma_{ij}=0$. Since nothing depends on $x$ or $y$, only the $z$ derivative survives:
\begin{equation}
\partial_z\sigma_{iz}=0,\qquad i=x,y,z .
\end{equation}
Each $\sigma_{iz}$ is therefore constant through the thickness. It vanishes at the free top surface, so it vanishes throughout the film.

For a cubic crystal referred to its cube axes, Hooke's law gives
\begin{align}
\sigma_{xz}&=2C_{44}e_{xz},\qquad \sigma_{yz}=2C_{44}e_{yz},\\
\sigma_{zz}&=C_{11}e_{zz}+C_{12}(e_{xx}+e_{yy}).
\end{align}
Stability of the crystal requires $C_{44}>0$, so the first line gives $e_{xz}=e_{yz}=0$. Inserting (\ref{inplane}) in the second gives
\begin{equation}
0=C_{11}e_{zz}+2C_{12}e
\quad\Longrightarrow\quad
e_{zz}=-D\,e,\qquad D\equiv\frac{2C_{12}}{C_{11}} .
\label{ezz}
\end{equation}
The factor 2 counts the two in-plane directions, each of which acts on $\sigma_{zz}$ through $C_{12}$.

The energy gives the same answer. With the shears zero, the elastic energy density is
\begin{equation}
w=\tfrac12C_{11}(2e^2+e_{zz}^2)+C_{12}(e^2+2e\,e_{zz}).
\end{equation}
At fixed $e$, $\partial w/\partial e_{zz}=C_{11}e_{zz}+2C_{12}e$, which vanishes at (\ref{ezz}). The second derivative is $C_{11}>0$, so this is the unique minimum.

\section*{(c) How fast does the film thicken?}

\textbf{Question.} Find the out-of-plane expansion coefficient $\alpha_\perp=d\varepsilon_{zz}/dT$, and discuss its limits.

\textbf{Solution.} Equations (\ref{split}), (\ref{inplane}) and (\ref{ezz}) give
\begin{equation}
\varepsilon_{zz}=\theta_f+e_{zz}=\theta_f-D(\theta_s-\theta_f)
=\theta_f+D(\theta_f-\theta_s).
\label{epszz}
\end{equation}
Now differentiate with respect to temperature. Since $D$ is constant, while $d\theta_f/dT=\alpha_f$ and $d\theta_s/dT=\alpha_s$,
\begin{equation}
\boxed{\;\alpha_\perp=\alpha_f+\frac{2C_{12}}{C_{11}}\,(\alpha_f-\alpha_s)\;}
\label{main}
\end{equation}
The expansion coefficients themselves may vary with temperature; (\ref{main}) then relates their values at the same $T$.

For $\alpha_f>\alpha_s$ and $C_{12}>0$, heating leaves the film compressed in its plane relative to its natural size, and it bulges outward. If $\alpha_s=\alpha_f$, the film expands freely. If $C_{12}=0$, the in-plane constraint has no effect on the thickness.

\emph{Isotropic film.} Let $\mu$ be the shear modulus and $\nu$ Poisson's ratio. Then $C_{12}=2\mu\nu/(1-2\nu)$ and $C_{11}=C_{12}+2\mu=2\mu(1-\nu)/(1-2\nu)$, so $D=2\nu/(1-\nu)$.

\emph{Volume.} The volume expansion coefficient of the clamped film is
\begin{align}
2\alpha_s+\alpha_\perp
&=2\alpha_s+\alpha_f+D(\alpha_f-\alpha_s)\nonumber\\
&=3\alpha_f-(2-D)(\alpha_f-\alpha_s),
\label{volume}
\end{align}
where $2\alpha_s=2\alpha_f-2(\alpha_f-\alpha_s)$ was used. Stability requires $C_{11}>C_{12}$, hence $D<2$. The bulge therefore does not fully make up for the in-plane constraint: when $\alpha_f>\alpha_s$, the volume grows more slowly than in the free crystal. Equality is approached as $D\to2$, the incompressible limit $\nu\to\tfrac12$ of an isotropic film.

\emph{Negative expansion.} For $D>0$ and $\alpha_f>0$, (\ref{main}) is negative when $(1+D)\alpha_f<D\alpha_s$, that is, when
\begin{equation}
\alpha_s>\frac{1+D}{D}\,\alpha_f .
\end{equation}
The substrate then stretches the film so strongly on heating that the film becomes thinner, although its material expands when free.

\section*{(d) The model crystal}

\textbf{Question.} Find the elastic constants of the spring crystal, its $\alpha_\perp$, and the stress and thickness change of a 100 nm film cooled by 200 K.

\textbf{Solution.} \emph{Elastic constants.} To first order, a bond of length $r$ along the unit vector $\mathbf n$ stretches by $r\,(\mathbf n\cdot e\cdot\mathbf n)$. The volume per atom is $a^3/4$, and each atom owns six first-neighbour and three second-neighbour bonds. Each atom is a centre of inversion, so a uniform strain leaves it in balance and no further internal displacement is needed.

First neighbours have $r^2=a^2/2$. The two bonds in the $xy$ plane have $\mathbf n\cdot e\cdot\mathbf n=\tfrac12(e_{xx}+e_{yy})\pm e_{xy}$, whose squares add up to $\tfrac12(e_{xx}+e_{yy})^2+2e_{xy}^2$. The other two planes are alike. The prefactor is $\tfrac12K_1(a^2/2)(4/a^3)=K_1/a$. For second neighbours, $r=a$ and the prefactor is $\tfrac12K_2a^2(4/a^3)=2K_2/a$. Thus
\begin{equation}
w=\frac{K_1}{a}\sum_{i<j}\left[\tfrac12(e_{ii}+e_{jj})^2+2e_{ij}^2\right]+\frac{2K_2}{a}\sum_i e_{ii}^2 .
\end{equation}
Compare this with the cubic form $w=\tfrac12C_{11}\sum_ie_{ii}^2+C_{12}\sum_{i<j}e_{ii}e_{jj}+2C_{44}\sum_{i<j}e_{ij}^2$. Each $e_{ii}^2$ occurs in two planes, so its coefficient is $K_1/a+2K_2/a=\tfrac12C_{11}$. Hence
\begin{equation}
C_{11}=\frac{2K_1+4K_2}{a},\qquad C_{12}=C_{44}=\frac{K_1}{a}.
\end{equation}
Since 1 N/m divided by 1 nm is 1 GPa, $C_{11}=(40+10)/0.50=100$ GPa and $C_{12}=C_{44}=20/0.50=40$ GPa. Therefore $D=80/100=0.80$.

\emph{Expansion.} In units of $10^{-6}$/K,
\begin{equation}
\alpha_\perp=30+0.80\,(30-10)=46 .
\end{equation}
The clamped film thickens about one and a half times as fast as a free one. Its volume expansion coefficient is $2\times10+46=66$, against 90 for the free crystal. Relaxing the clamped lattice numerically, with the full nonlinear bond lengths, also gives 46.0000. If the coefficients are instead $\alpha_f=10$ and $\alpha_s=30$, the threshold for negative expansion is $(1.8/0.8)\times10=22.5$. It is exceeded, and $\alpha_\perp=10-0.80\times20=-6$.

\emph{Stress.} By Hooke's law and (\ref{ezz}),
\begin{align}
\sigma_{xx}&=C_{11}e+C_{12}e+C_{12}e_{zz}\nonumber\\
&=\left(C_{11}+C_{12}-\frac{2C_{12}^2}{C_{11}}\right)e\equiv M\,e .
\label{stress}
\end{align}
Here $M=100+40-32=108$ GPa. For $\Delta T=-200$ K, $e=(10-30)\times10^{-6}\times(-200)=0.0040$, so $\sigma_{xx}=0.432$ GPa, a tension. The nonlinear lattice gives 0.4354 GPa, which is 0.8\% above the linear value. Most of this comes from the factor $1/a$ in the elastic constants: on cooling, the natural lattice constant shrinks by $30\times10^{-6}\times200=0.6\%$, which raises $M$ by 0.6\%. The remaining 0.2\% comes almost entirely from the strain: in the lattice calculation lengths grow exponentially with temperature, so the film is stretched by $e^{0.004}-1=0.004008$ (here $e$ is the base of natural logarithms) instead of 0.0040. That almost nothing is left for nonlinear elasticity is special to harmonic springs. Anharmonic bonds soften under tension, and at this strain they can lower the stress by a few per cent.

\emph{Thickness.} The out-of-plane strain is $46\times10^{-6}\times(-200)=-0.0092$. A 100 nm film thus becomes 0.92 nm thinner, against 0.60 nm if it were free. The lattice strain is $-0.00918$. These numbers assume that the film stays elastic. For these constants the Matthews--Blakeslee estimate of the critical thickness for misfit dislocations is a few tens of nanometres at $e=0.004$ and 10 to 20 nm at $e=0.01$. A real 100 nm film may therefore relax by slip, and (\ref{main}) then no longer applies.

\emph{Finite substrate.} The modulus $M$ also shows what ``much thicker'' means. Let film and substrate have thicknesses $h_f$, $h_s$ and biaxial moduli $M_f$, $M_s$, with bending prevented. Their common in-plane expansion coefficient $\alpha_\parallel$ follows from zero net force, $M_fh_f(\alpha_\parallel-\alpha_f)+M_sh_s(\alpha_\parallel-\alpha_s)=0$, so that
\begin{equation}
\alpha_\parallel-\alpha_s=\frac{M_fh_f}{M_fh_f+M_sh_s}\,(\alpha_f-\alpha_s).
\end{equation}
In (\ref{main}), $\alpha_s$ is then replaced by $\alpha_\parallel$. The correction is negligible when $M_fh_f\ll M_sh_s$. If a thick substrate is free to bend, the shift at the film is about four times larger, and the same condition makes it small.

\section*{(e) A film that is already strained}

\textbf{Question.} Suppose the film has an elastic in-plane strain $e_0$ at the temperature of interest, for example from lattice misfit. What changes, and where does the constancy of the elastic constants matter?

\textbf{Solution.} Let $a_f$ be the natural lattice constant of the film at temperature $T$, $a_\parallel$ its imposed in-plane value, and $c$ its out-of-plane value. With $s=a_\parallel/a_f$, write $c=a_f\,\phi(s,T)$. For small $s-1$,
\begin{equation}
\phi=1-D(T)(s-1)+\tfrac12\phi_2(s-1)^2+\dots
\end{equation}
The linear term is (\ref{ezz}); $\phi_2$ contains nonlinear elasticity and geometry. Clamping gives $d\ln a_\parallel/dT=\alpha_s$, hence $d\ln s/dT=\alpha_s-\alpha_f$. With $\alpha_\perp$ now defined as $d\ln c/dT$,
\begin{equation}
\alpha_\perp=\alpha_f+\frac{\partial\ln\phi}{\partial\ln s}(\alpha_s-\alpha_f)+\frac{\partial\ln\phi}{\partial T}.
\end{equation}
At $s=1+e_0$, to first order in $e_0$,
\begin{align}
\frac{\partial\ln\phi}{\partial\ln s}&=\frac{(1+e_0)(-D+\phi_2e_0)}{1-De_0}
\simeq-D+(\phi_2-D-D^2)e_0,\\
\frac{\partial\ln\phi}{\partial T}&\simeq-e_0\frac{dD}{dT}.
\end{align}
Therefore
\begin{equation}
\alpha_\perp\simeq\alpha_f+D(\alpha_f-\alpha_s)+(D+D^2-\phi_2)\,e_0(\alpha_f-\alpha_s)-e_0\frac{dD}{dT}.
\label{corrected}
\end{equation}
Both corrections vanish at $e_0=0$. There (\ref{main}) gives the local slope even if the elastic constants vary. Away from that point, a constant ratio $C_{12}/C_{11}$ removes the last term, but the term with $\phi_2$, also of first order in $e_0$, remains. A common change of both constants alters the stress but not $D$.

In the model crystal with fixed spring constants, the first correction is 0.049 for $e_0=0.001$ and 0.50 for $e_0=0.01$, in $10^{-6}$/K. It grows nearly in proportion to $e_0$, and at 1\% strain it is about 1\% of $\alpha_\perp$. Here $\phi_2=-1.008$, so $D+D^2-\phi_2=2.45$ and (\ref{corrected}) gives 0.049 and 0.49. With harmonic springs $\phi_2$ is purely geometric. In a real crystal it also contains third-order elastic constants, which can change the size and even the sign of this term.

To see the second correction, let $K_2$ change at the relative rate $-5\times10^{-4}$/K. From part (d), $D=2K_1/(2K_1+4K_2)=(1+2K_2/K_1)^{-1}$, so
\begin{align}
\frac{dD}{dT}&=-D^2\,\frac{2}{K_1}\frac{dK_2}{dT}\nonumber\\
&=-0.64\times\frac{2\times2.5\times(-5\times10^{-4})}{20}
=8.0\times10^{-5}\ \text{/K}.
\end{align}
For $e_0=0.01$ the last term of (\ref{corrected}) is $-0.80$ in $10^{-6}$/K. The relaxed lattice gives $-0.82$; at $e_0=0.001$ the two agree within 0.3\%, as expected of a leading-order term. Thermal mismatch itself builds up such a strain, so a varying ratio also spoils (\ref{main}) gradually as the film moves away from its stress-free temperature.

\section*{(f) Does every atomic layer follow the formula?}

\textbf{Question.} The continuum argument gives one strain for the whole thickness. Find the expansion of the layer spacings near the free surface of the model crystal.

\textbf{Solution.} Number the spacings $i=1,2,\dots$ from the top, let $\beta_i$ be their expansion coefficients, and set $x_i=\beta_i-\alpha_f$ and $m=\alpha_f-\alpha_s$. Start from the stress-free state and consider the vertical force, per atom of a layer and per kelvin, across spacing $i$.

Four first-neighbour bonds cross it, each of length $a/\sqrt2$ and inclined at $45^\circ$. Their elastic strain rate is the mean of the in-plane rate $-m$ and the out-of-plane rate $x_i$. They contribute $4K_1(a/\sqrt2)\,\tfrac12(x_i-m)(1/\sqrt2)=K_1a(x_i-m)$. A vertical second-neighbour bond spans two spacings of length $a/2$ and stretches at the rate $\tfrac a2(x_i+x_{i+1})$. In the interior, two such bonds cross each spacing. Zero force, divided by $a$, gives
\begin{equation}
K_1(x_i-m)+\tfrac12K_2(x_{i-1}+2x_i+x_{i+1})=0 .
\label{layers}
\end{equation}
A uniform solution has $x=m/(1+2K_2/K_1)=Dm$, which is (\ref{main}) again. The top spacing is crossed by only one vertical bond:
\begin{equation}
K_1(x_1-m)+\tfrac12K_2(x_1+x_2)=0 .
\label{top}
\end{equation}
Deviations from the uniform value obey (\ref{layers}) without the term in $m$. Trying $x_i-Dm\propto\lambda^i$ gives
\begin{equation}
\tfrac12K_2(\lambda^2+1)+(K_1+K_2)\lambda=0,
\end{equation}
or $1.25\lambda^2+22.5\lambda+1.25=0$. The root with $|\lambda|<1$ is $\lambda=-0.056$, so each deviation is about 6\% of the one above it, with opposite sign. We may therefore set $x_2\simeq Dm=16$ in (\ref{top}), in units of $10^{-6}$/K:
\begin{equation}
x_1\simeq\frac{20\times20-1.25\times16}{20+1.25}=17.9,\qquad \beta_1\simeq47.9 .
\end{equation}
A relaxed slab of 41 layers gives 47.89 for the top spacing and 46.00 in the middle. For $\alpha_f>\alpha_s$ the top spacing expands more, because one of the bonds resisting its opening is missing. This is a statement about the spring model: it has no surface stress, no surface relaxation and no enhanced vibration of surface atoms, all of which affect the top layers of a real crystal. Equation (\ref{main}) thus describes the interior, and the average over a film of many layers.

\section*{(g) Another surface orientation}

\textbf{Question.} What replaces $D$ if the film surface is a (111) plane?

\textbf{Solution.} Let $\mathbf n=(1,1,1)/\sqrt3$ be the normal. Try an elastic strain without shear between the normal and the plane:
\begin{equation}
e_{ij}=e(\delta_{ij}-n_in_j)+e_n n_in_j .
\end{equation}
On the cube axes, Hooke's law can be written, without summation over $i$, as
\begin{equation}
\sigma_{ij}=C_{12}\,t\,\delta_{ij}+2C_{44}e_{ij}+(C_{11}-C_{12}-2C_{44})\,e_{ii}\delta_{ij},
\end{equation}
where $t=2e+e_n$ is the trace of the strain. Because $n_i^2=\tfrac13$, each diagonal element is $e_{ii}=t/3$. The force per area on the surface is then
\begin{equation}
\sum_j\sigma_{ij}n_j=\left(Bt+2C_{44}e_n\right)n_i,\qquad
B=\frac{C_{11}+2C_{12}-2C_{44}}{3}.
\end{equation}
It points along $\mathbf n$, so the trial strain produces no shear force on the surface, and one condition remains: $B(2e+e_n)+2C_{44}e_n=0$. Thus $e_n=-D_{111}e$ with
\begin{equation}
D_{111}=\frac{2B}{B+2C_{44}}=\frac{2(C_{11}+2C_{12}-2C_{44})}{C_{11}+2C_{12}+4C_{44}} .
\end{equation}
The elastic energy of a stable crystal is a positive definite quadratic form, so this equilibrium is unique. For the model crystal, $D_{111}=2(180-80)/(180+160)=0.588$ and $\alpha_\perp=30+0.588\times20=41.8$ in $10^{-6}$/K, against 46 for (001). The relaxed (111) lattice also gives 41.8. For an isotropic film, $2C_{44}=C_{11}-C_{12}$ turns the numerator into $6C_{12}$ and the denominator into $3C_{11}$, and $D_{111}$ reduces to $2C_{12}/C_{11}$.

\section*{Numbers as computed}
\begin{verbatim}
lattice constant: 0.50 nm
springs K1, K2: 20.0, 2.5 N/m
alpha_f, alpha_s: 30.0, 10.0 1e-6/K
C11, C12, C44: 100.000, 40.000, 40.000 GPa
D = 2 C12/C11: 0.80000
alpha_perp, formula: 46.0000 1e-6/K
alpha_perp, relaxed lattice: 46.0000 1e-6/K
volume expansion, clamped: 66.000 1e-6/K
volume expansion, free: 90.000 1e-6/K
second case alpha_f, alpha_s: 10.0, 30.0 1e-6/K
second case alpha_perp, formula: -6.0000 1e-6/K
second case alpha_perp, lattice: -6.0000 1e-6/K
(111) factor replacing D: 0.58824
(111) alpha_perp, formula: 41.7647 1e-6/K
(111) alpha_perp, lattice: 41.7647 1e-6/K
41-layer slab, middle spacing: 46.0000 1e-6/K
41-layer slab, top spacing: 47.8885 1e-6/K
temperature change: -200 K
elastic in-plane strain: 0.00400
biaxial modulus M: 108.000 GPa
in-plane stress, formula: 0.4320 GPa
in-plane stress, lattice: 0.4354 GPa
out-of-plane strain, formula: -0.009200
out-of-plane strain, lattice: -0.009177
film thickness: 100 nm
thickness change, formula: -0.9200 nm
thickness change if free: -0.6000 nm
finite-strain shift, e0=0.001: 0.0490 1e-6/K
finite-strain shift, e0=0.01: 0.4963 1e-6/K
relative slope of K2 in ratio test: -5.0e-04 1/K
dD/dT in ratio test: 8.0000e-05 1/K
-e0 dD/dT, e0=0.001: -0.08000 1e-6/K
ratio effect, lattice, e0=0.001: -0.08022 1e-6/K
-e0 dD/dT, e0=0.01: -0.8000 1e-6/K
ratio effect, lattice, e0=0.01: -0.8228 1e-6/K
\end{verbatim}
